# The Mehler Kernel from Iterated Gaussian Convolutions

Multiply together four Gaussian short-time kernels of a harmonic oscillator, integrating over the coordinate at each joint. After $n$ factors the result is $N_n\exp[-\tfrac12A_n(x^2+x'^2)+B_nxx']$. For the parameters given below, the coefficients in bohr$^{-2}$ are

| $n$ | $A_n$ | $B_n$ |
|---|---|---|
| 1 | 1.2000 | 0.8000 |
| 2 | 0.9333 | 0.2667 |
| 3 | 0.9000 | 0.1000 |
| 4 | 0.8952 | 0.0381 |

Both columns change from row to row, yet $A_n^2-B_n^2$ does not. The first row gives $1.44-0.64=0.80$, the third $0.81-0.01=0.80$, and the other two give 0.80 bohr$^{-4}$ as well. Explaining this constant solves the whole iteration, and the continuum limit then gives the thermal density matrix.

## 1. The short-time kernel

The Hamiltonian on the line is
$$H=\frac{p^2}{2m}+\frac{m\omega^2x^2}{2},\qquad m,\omega>0,$$
in Hartree atomic units, so $\hbar=1$. We want $\rho(x,x')=\langle x|e^{-\beta H}|x'\rangle$ for $\beta=1/(k_BT)>0$, without dividing by the partition function.

Cut $\beta$ into $P$ slices (beads) of length $\tau=\beta/P$. In each slice, replace $e^{-\tau H}$ by $e^{-\tau V/2}e^{-\tau p^2/2m}e^{-\tau V/2}$, with $V=m\omega^2x^2/2$. This is an approximation, because $p^2$ and $V$ do not commute. The middle factor has the matrix element
$$\int\frac{dp}{2\pi}\,e^{ip(x-x')-\tau p^2/2m}=\sqrt{\frac{m}{2\pi\tau}}\,e^{-m(x-x')^2/2\tau},$$
by the Gaussian integral
$$\int dy\,e^{-Dy^2/2+Jy}=\sqrt{\frac{2\pi}{D}}\,e^{J^2/2D},\qquad D>0, \tag{1}$$
with $D=\tau/m$ and $J=i(x-x')$. The outer factors contribute $-\tau m\omega^2(x^2+x'^2)/4$ to the exponent. Collecting the squares and the cross term,
$$K(x,x')=\sqrt{\frac{b}{2\pi}}\,e^{-\frac a2(x^2+x'^2)+bxx'},\qquad b=\frac m\tau,\quad a=b+\frac{\tau m\omega^2}{2}. \tag{2}$$

The example is a model oscillator with $m=2$ electron masses, $\omega=0.4$ hartree and $\beta=10$ hartree$^{-1}$, a temperature of 31578 K. Four beads give $\tau=2.5$ hartree$^{-1}$, hence $b=2/2.5=0.8$ and $a=0.8+2.5\cdot2\cdot0.16/2=1.2$ bohr$^{-2}$. This is the first row of the table.

## 2. One convolution, and the free particle

Let $K_n$ be the $n$-fold convolution, with $K_1=K$. It is symmetric: exchanging $x$ and $x'$ and reversing the order of the intermediate variables returns the same integral, because $K$ is symmetric. If $K_n$ is Gaussian, it therefore has the form
$$K_n(x,x')=N_n\,e^{-\frac{A_n}{2}(x^2+x'^2)+B_nxx'}.$$
Attach one more factor:
$$K_{n+1}(x,x')=\int dy\,K_n(x,y)K(y,x').$$
The terms containing $y$ are $-\tfrac12(A_n+a)y^2+(B_nx+bx')y$. Use (1) with $D_n=A_n+a$ and $J=B_nx+bx'$. Since
$$\frac{J^2}{2D_n}=\frac{B_n^2x^2+2B_nb\,xx'+b^2x'^2}{2D_n},$$
the new exponent is
$$-\frac12\left(A_n-\frac{B_n^2}{D_n}\right)x^2-\frac12\left(a-\frac{b^2}{D_n}\right)x'^2+\frac{B_nb}{D_n}xx'.$$
The result is again Gaussian. Reading off the coefficient of $x'^2$, the cross coefficient and the prefactor,
$$A_{n+1}=a-\frac{b^2}{A_n+a},\quad B_{n+1}=\frac{bB_n}{A_n+a},\quad N_{n+1}=N_n\sqrt{\frac{b}{2\pi}}\sqrt{\frac{2\pi}{A_n+a}}. \tag{3}$$
Here $A_n>0$ at every stage: $A_1=a>0$, and if $A_n>0$ then $A_{n+1}>a-b^2/a\geq0$, because $a\geq b$. The integrals therefore converge, and every $B_n$ is positive.

In the example, $D_1=2.4$, so $B_2=0.64/2.4=0.2667$ and $A_2=1.2-0.2667=0.9333$, the second row of the table.

The free particle, $\omega=0$, is the simplest case. Then $a=b$, and (3) becomes
$$A_{n+1}=\frac{bA_n}{A_n+b},\qquad\text{so}\qquad \frac1{A_{n+1}}=\frac1{A_n}+\frac1b .$$
Hence $A_n=b/n=m/(n\tau)$. The cross coefficient follows the same rule with the same start, since $bB_n/(A_n+b)=bA_n/(A_n+b)$ when $B_n=A_n$. Thus $K_n$ is the free kernel for the time $n\tau$: variances of successive steps add. In this case $A_n^2-B_n^2=0$.

## 3. The invariant and the hyperbolic angle

For $\omega>0$, use the symmetry once more. The coefficients of $x^2$ and $x'^2$ in $K_{n+1}$ must agree:
$$A_n-\frac{B_n^2}{A_n+a}=a-\frac{b^2}{A_n+a}.$$
Multiplying by $A_n+a$ and rearranging gives $(A_n-a)(A_n+a)=B_n^2-b^2$, or
$$A_n^2-B_n^2=a^2-b^2\equiv c^2,\qquad c>0. \tag{4}$$
This is the constant seen in the table. Its value follows from (2):
$$c^2=(a-b)(a+b)=\frac{\tau m\omega^2}{2}\left(\frac{2m}{\tau}+\frac{\tau m\omega^2}{2}\right)=m^2\omega^2\left(1+\frac{\omega^2\tau^2}{4}\right).$$
With $\kappa=m\omega$ and $h=\omega\tau$,
$$c=\kappa\sqrt{1+h^2/4}. \tag{5}$$
In the example $h=1$ and $\kappa=0.8$ bohr$^{-2}$, so $c=0.8944$ bohr$^{-2}$ and $c^2=0.80$ bohr$^{-4}$. That $c^2$ and $\kappa$ share the digits 0.8 is an accident of the parameters; their units differ.

A fixed difference of squares suggests hyperbolic functions. Define $\theta>0$ by $\cosh\theta=a/b$. Then $\sinh\theta=\sqrt{a^2-b^2}/b=c/b$, and therefore
$$b=\frac{c}{\sinh\theta},\qquad a=b\cosh\theta=c\coth\theta .$$
Now put the recursion for $A_n$ over a common denominator:
$$A_{n+1}=\frac{aA_n+a^2-b^2}{A_n+a}=\frac{aA_n+c^2}{A_n+a}.$$
If $A_n=c\coth n\theta$, this reads
$$A_{n+1}=c\,\frac{\coth\theta\coth n\theta+1}{\coth n\theta+\coth\theta}=c\coth(n+1)\theta .$$
The last equality is the addition law of the hyperbolic cotangent: divide $\cosh(\alpha+\gamma)=\cosh\alpha\cosh\gamma+\sinh\alpha\sinh\gamma$ by $\sinh(\alpha+\gamma)=\sinh\alpha\cosh\gamma+\cosh\alpha\sinh\gamma$, then divide numerator and denominator by $\sinh\alpha\sinh\gamma$. The formula holds for $n=1$, hence for all $n$. Equation (4) and $B_n>0$ give
$$A_n=c\coth n\theta,\qquad B_n=c\sqrt{\coth^2n\theta-1}=\frac{c}{\sinh n\theta}.$$

For the prefactor, suppose $N_n=\sqrt{B_n/2\pi}$, which is true for $n=1$. Then (3) gives
$$N_{n+1}=\sqrt{\frac{B_n}{2\pi}\,\frac{b}{2\pi}\,\frac{2\pi}{A_n+a}}=\sqrt{\frac{B_{n+1}}{2\pi}},$$
so it is true for all $n$. With $P$ factors and $\varphi=P\theta$, the discretized density matrix is
$$\rho_P(x,x')=\sqrt{\frac{c}{2\pi\sinh\varphi}}\exp\left\{-\frac c2\left[(x^2+x'^2)\coth\varphi-\frac{2xx'}{\sinh\varphi}\right]\right\}. \tag{6}$$
The angle follows from $\cosh\theta-1=(a-b)/b=h^2/2$ and $\cosh\theta-1=2\sinh^2(\theta/2)$:
$$2\sinh(\theta/2)=h=\omega\tau. \tag{7}$$

The free limit comes back correctly. As $\omega\to0$ at fixed $\tau$, $\theta\approx\omega\tau$ and $c\approx m\omega$, so $A_n$ and $B_n$ both tend to $m\omega/(n\omega\tau)=m/(n\tau)$.

For four beads, $N_4=\sqrt{0.038095/2\pi}=0.07787$ bohr$^{-1}$. At $x=0.8$ and $x'=-0.3$ bohr, $x^2+x'^2=0.73$ and $xx'=-0.24$ bohr$^2$, so
$$\rho_4=0.07787\,e^{-0.8952\cdot0.73/2-0.0381\cdot0.24}=0.05565\ \text{bohr}^{-1}.$$

## 4. Trace, width and the one-bead limit

On the diagonal, $\coth\varphi-1/\sinh\varphi=(\cosh\varphi-1)/\sinh\varphi=\tanh(\varphi/2)$. Thus $\rho_P(x,x)$ is proportional to $\exp[-c\,x^2\tanh(\varphi/2)]$, a Gaussian of variance
$$\langle x^2\rangle_P=\frac{1}{2c\tanh(\varphi/2)}.$$
Its integral is the discretized partition function,
$$Z_P=\sqrt{\frac{c}{2\pi\sinh\varphi}}\sqrt{\frac{\pi}{c\tanh(\varphi/2)}}=\frac{1}{2\sinh(\varphi/2)},$$
where $\sinh\varphi\tanh(\varphi/2)=2\sinh^2(\varphi/2)$ was used.

With one bead, $\tau=\beta$ and $\varphi=\theta$. Write $u=\beta\omega$. Equation (7) gives $\sinh(\theta/2)=u/2$, and (5) gives $c=\kappa\cosh(\theta/2)$. Hence
$$Z_1=\frac1u,\qquad \langle x^2\rangle_1=\frac{1}{2\kappa\sinh(\theta/2)}=\frac{1}{\beta m\omega^2}.$$
These are the classical results: the phase-space integral $\int dx\,dp\,e^{-\beta H}/2\pi$ equals $1/(\beta\omega)$, and equipartition gives the variance. In the example $u=4$, so $Z_1=0.25$ and $\langle x^2\rangle_1=1/3.2=0.3125$ bohr$^2$. More beads add the quantum spread.

## 5. The continuum limit

Hold $\beta$, $x$ and $x'$ fixed and let $P\to\infty$, so that $h=u/P\to0$. From $\operatorname{arcsinh}y=y-y^3/6+\dots$ with $y=h/2$, and from (5),
$$\varphi=2P\operatorname{arcsinh}\frac h2=u\left(1-\frac{h^2}{24}+\dots\right),\qquad c=\kappa\left(1+\frac{h^2}{8}+\dots\right). \tag{8}$$
So $\varphi\to u$ and $c\to\kappa$. Equation (6) is smooth in $c$ and $\varphi$, and becomes the Mehler kernel
$$M(x,x')=\sqrt{\frac{\kappa}{2\pi\sinh u}}\exp\left\{-\frac\kappa2\left[(x^2+x'^2)\coth u-\frac{2xx'}{\sinh u}\right]\right\}. \tag{9}$$
With $\hbar$ restored, $\kappa=m\omega/\hbar$ and $u=\beta\hbar\omega$.

The corrections in (8) are of order $h^2$, so at fixed points the error is of order $1/P^2$. For the two observables the coefficient follows by differentiation. Since $d\ln Z_P/d\varphi=-\tfrac12\coth(\varphi/2)$ and $\delta\varphi=-uh^2/24$,
$$\frac{Z_P-Z}{Z}\approx\frac{u^3\coth(u/2)}{48P^2}.$$
Similarly, $d\ln\coth(\varphi/2)/d\varphi=-1/\sinh\varphi$, while the factor $1/c$ contributes $-h^2/8$:
$$\frac{\langle x^2\rangle_P-\langle x^2\rangle}{\langle x^2\rangle}\approx\frac{u^2}{P^2}\left(-\frac18+\frac{u}{24\sinh u}\right).$$

Evaluating the formulas for the example gives

| $P$ | $\rho_P(0.8,-0.3)$, bohr$^{-1}$ | $Z_P$ | $\langle x^2\rangle_P$, bohr$^2$ |
|---|---|---|---|
| 1 | 0.08816 | 0.25000 | 0.31250 |
| 4 | 0.05565 | 0.14907 | 0.58333 |
| 16 | 0.05098 | 0.13860 | 0.64356 |
| 64 | 0.05066 | 0.13791 | 0.64802 |
| $\infty$ | 0.05064 | 0.13786 | 0.64832 |

Relative to the limit, the kernel error is $1.673\times10^{-3}$ at $P=32$ and $4.19\times10^{-4}$ at $P=64$. The ratio is 3.996, close to the factor 4 expected from $1/P^2$. At $P=64$, $P^2$ times the relative error is 1.383 for $Z$ and $-1.901$ for $\langle x^2\rangle$; the leading-order coefficients are 1.383 and $-1.902$.

Two conditions limit the use of these estimates. They need $\omega\tau\ll1$, and the error in $Z$ must itself be small. At low temperature, $u\gg1$, the leading error of $Z$ is $u^3/(48P^2)$, so a fixed relative accuracy requires $P$ to grow as $u^{3/2}$. Also, the convergence of $\rho_P/\rho$ is not uniform in position. A small difference between the exponents is multiplied by squares of the coordinates, so at fixed $P$ the relative error can become large far out in the tails.

## 6. Why the limit is the density matrix

The short-time kernel was approximate, so it remains to show that the operator $M$ with kernel (9) equals $e^{-\beta H}$. Set $\xi=\sqrt\kappa\,x$. Then $p^2/2m=-(\omega/2)\partial_\xi^2$ and $V=\omega\xi^2/2$. Consider
$$g_s(\xi)=e^{-\xi^2/2+2s\xi-s^2}=\sum_{n=0}^\infty\frac{s^n}{n!}h_n(\xi),$$
where $h_n$ is a polynomial of degree $n$ times $e^{-\xi^2/2}$, a Hermite function. Differentiating, $\partial_\xi g_s=(2s-\xi)g_s$ and $\partial_\xi^2g_s=[(2s-\xi)^2-1]g_s$. Therefore
$$Hg_s=\frac\omega2\left[\xi^2-(2s-\xi)^2+1\right]g_s=\omega\left(2s\xi-2s^2+\tfrac12\right)g_s=\omega\left(s\,\partial_s+\tfrac12\right)g_s .$$
Comparing powers of $s$ gives $Hh_n=\omega(n+\tfrac12)h_n$.

Now apply $M$. With $\eta=\sqrt\kappa\,x'$ and $dx'=d\eta/\sqrt\kappa$,
$$(Mg_s)(\xi)=\frac{e^{-\frac12\xi^2\coth u-s^2}}{\sqrt{2\pi\sinh u}}\int d\eta\,e^{-\frac12(\coth u+1)\eta^2+\left(\frac{\xi}{\sinh u}+2s\right)\eta}.$$
Because $\coth u+1=e^u/\sinh u$, formula (1) gives the overall factor $e^{-u/2}$ and adds
$$\frac{e^{-u}\sinh u}{2}\left(\frac{\xi}{\sinh u}+2s\right)^2$$
to the exponent. Collect the terms:

- For $\xi^2$: $(e^{-u}-\cosh u)/(2\sinh u)=-\tfrac12$, since $e^{-u}=\cosh u-\sinh u$.
- For $s\xi$: $2e^{-u}$.
- For $s^2$: $2e^{-u}\sinh u-1=-e^{-2u}$.

Hence
$$Mg_s=e^{-u/2}\,g_{s'},\qquad s'=s\,e^{-u}. \tag{10}$$
The coefficient of $s^n$ says $Mh_n=e^{-u(n+1/2)}h_n=e^{-\beta\omega(n+1/2)}h_n$. Thus $M$ and $e^{-\beta H}$ agree on every $h_n$.

They agree on all square-integrable functions if $M$ is bounded and the $h_n$ are complete. $M$ is bounded because its kernel is square integrable: $\coth u>1/\sinh u$ makes the quadratic form in (9) positive definite. For completeness, let $f$ be orthogonal to every $h_n$, hence to every $\xi^ne^{-\xi^2/2}$. The Fourier transform of $fe^{-\xi^2/2}$ is an entire function whose derivatives all vanish at the origin. It is therefore zero, and so is $f$. This proves $M=e^{-\beta H}$.

The same calculation with $\kappa\to c$ and $u\to\theta$ shows that the short-time kernel has eigenvalues $e^{-\theta(n+1/2)}$. The $P$-bead result is thus the exact density matrix of another oscillator, with frequency $\theta/\tau$ and mass $c\tau/\theta$. For $P=4$, $\theta=0.9624$ gives a frequency of $0.9624/2.5=0.385$ hartree instead of 0.4.

## 7. Hot and cold limits

For small $u$, use $\coth u\approx1/u+u/3$ and $1/\sinh u\approx1/u-u/6$. The exponent of (9) becomes
$$-\frac{m(x-x')^2}{2\beta}-\frac{\beta m\omega^2}{6}\left(x^2+xx'+x'^2\right).$$
On the diagonal this is $-\beta m\omega^2x^2/2$, the classical Boltzmann exponent. For large $u$, $\coth u\to1$ and $\sinh u\approx e^u/2$, so
$$\rho(x,x')\approx e^{-\beta\omega/2}\sqrt{\frac\kappa\pi}\,e^{-\kappa(x^2+x'^2)/2},$$
the ground-state contribution.

The example lies near the cold side. From $Z=1/[2\sinh(\beta\omega/2)]$, the mean energy is
$$E=-\frac{\partial\ln Z}{\partial\beta}=\frac\omega2\coth\frac u2=0.2075\ \text{hartree}=5.645\ \text{eV},$$
slightly above the zero-point energy of 0.2 hartree and about twice the classical value $1/\beta=0.1$ hartree. The rms position is $\sqrt{0.64832}=0.805$ bohr, or 0.426 Å.

The closed recursion relies on a quadratic potential. With a quartic term, for example, the exponent at each joint is no longer quadratic, and formula (1) no longer performs the integral.
